# Schottky and Poole-Frenkel lowering: when current slopes differ by two, part 1

(Sections cited here and not found follow in the second part.)

## First half: two barriers in the same field

### The situation

A ferroelectric capacitor is held at constant voltage after its polarization has switched. The switching current dies away, but a small steady leakage current remains. Electrons carried by that current may later be trapped in the film and contribute to a built-in field, so leakage and imprint can be linked. To describe the leakage one must know where the electrons are released.

Two places are considered here. An electron may start in the metal electrode and climb over the contact barrier, which is Schottky emission. It may instead start on a defect inside the film and escape into the conduction band, which is Poole-Frenkel emission. In both cases an attractive force holds the electron back, the applied field pulls it away, and the top of the barrier drops in proportion to the square root of the field. The question is how the two drops compare, and whether a measured current shows their ratio.

Hartree atomic units are used: the electron mass, the elementary charge, $\hbar$ and $4\pi\varepsilon_0$ equal one. Energies are those of the electron. The symbol $F>0$ denotes the magnitude of the local electric field, oriented so that it pulls the electron outward. Since the electron has charge $-1$, the field vector itself points inward. An outward displacement $r$ along the pull changes the electron's energy by $-Fr$.

The insulator is represented by a uniform, isotropic relative permittivity $\epsilon$. This is the response that can follow the electron during its escape. If the escape is fast compared with the lattice vibrations, $\epsilon$ is the high-frequency, electronic permittivity, not the large static permittivity of the ferroelectric. This condition is not always met: a thermal electron needs tens of femtoseconds to reach a top that lies 50 to 200 bohr away, as in the example below. The lattice may then follow in part, and the effective $\epsilon$ can exceed the electronic value. Isotropy is a simplification, since a polar crystal has a preferred axis.

### Simplest case: one attraction on a line

Let the electron move on the half-line $r>0$, with an attractive energy $-A/r$ and a uniform pull $F$:

$$U(r)=-\frac{A}{r}-Fr,\qquad A>0.$$

The constant $A$ measures the strength of the attraction. Without the field, the energy rises towards zero as $r\to\infty$, so zero is the escape threshold. With the field, the first term rises with distance and the second falls. Their competition produces a maximum.

The height of that maximum follows from completing a square. For positive $r$,

$$\left(\sqrt{\frac{A}{r}}-\sqrt{Fr}\right)^2=\frac{A}{r}+Fr-2\sqrt{AF},$$

because the cross term is $-2\sqrt{(A/r)(Fr)}=-2\sqrt{AF}$. Hence

$$U(r)=-2\sqrt{AF}-\left(\sqrt{\frac{A}{r}}-\sqrt{Fr}\right)^2 .$$

The square cannot be negative, so $U$ never exceeds $-2\sqrt{AF}$. It reaches this value where the square vanishes, which requires $A/r=Fr$, or

$$r_m=\sqrt{\frac{A}{F}}.$$

The threshold has moved from $0$ to $-2\sqrt{AF}$. The lowering, counted as a positive energy, is therefore

$$D=2\sqrt{AF}.$$

At the maximum the two terms contribute equally: $A/r_m=Fr_m=\sqrt{AF}$. Half of the lowering is the work done by the field on the way to the top. The other half is attraction that the electron no longer has to overcome, because the top now lies at a finite distance.

**Limit of weak field.** As $F\to0$, the lowering vanishes and $r_m$ goes to infinity, as it should. The approach is not linear, however. Differentiation gives

$$\frac{dD}{dF}=2\sqrt A\,\frac{1}{2\sqrt F}=\sqrt{\frac{A}{F}}=r_m .$$

A small increase of field lowers the top by that increase times the distance of the top. The distance itself shrinks as the field grows, and this is why the lowering follows a square root. A barrier whose top stayed at a fixed distance would be lowered linearly.

The same limit shows where the model stops. Once $r_m$ reaches the film thickness or the neighbourhood of another charge, the isolated attraction no longer describes the top. The square-root law therefore has a lower end in field.

### First application: a fixed charge in the film

Take a defect that is neutral when it holds its electron and has charge $+1$ when empty. After the electron has left, the remaining charge attracts it with energy $-1/(\epsilon r)$. Thus

$$A_{PF}=\frac1\epsilon,\qquad r_m=\frac1{\sqrt{\epsilon F}},\qquad D_{PF}=2\sqrt{\frac F\epsilon}.$$

The defect need not be hydrogen-like near its core. The depth $E_i$ of its level below the conduction-band edge is taken as given, and the Coulomb form is needed near $r_m$. The field-induced shift of the bound level is neglected, so the whole change of the escape energy comes from the top.

A defect that is neutral when empty has no long-range Coulomb attraction, and this lowering does not apply to it. A defect left with charge $Z$ has $A=Z/\epsilon$, which gives $2\sqrt{ZF/\epsilon}$. The factor two derived below thus refers to a singly charged emptied centre.

**Limit of strong screening.** For fixed $F$ and $\epsilon\to\infty$, both $D_{PF}$ and $r_m$ vanish. The attraction is screened away and there is little long-range barrier left to lower. Well before that limit the top reaches the core of the defect, where the continuum description fails.

### Second application: a charge that moves with the electron

Now place the electron at distance $x$ from a plane metal surface, in an insulator filling the half-space outside. The metal is taken as a perfect conductor. There is no fixed positive charge here. The electron draws positive charge to the surface, and this induced charge attracts it.

Let $z$ be the distance from the plane and $\rho$ the distance from the normal through the electron. The potential

$$V(z,\rho)=-\frac1\epsilon\left[\frac1{\sqrt{(z-x)^2+\rho^2}}-\frac1{\sqrt{(z+x)^2+\rho^2}}\right]$$

vanishes at $z=0$, since the two roots are then equal. Outside the metal its one singularity is that of the electron. It therefore satisfies the conditions that determine the electrostatic potential. The second term looks like the potential of a charge $+1$ at the mirror position $-x$, which is called the image charge.

The force on the electron comes from this second term alone. The separation is $2x$, so the attraction has magnitude

$$f(x)=\frac1{\epsilon(2x)^2}=\frac1{4\epsilon x^2}.$$

The same force can be obtained from the pull on the metal surface, without treating the image as an object. Differentiating the bracket with respect to $z$ and setting $z=0$ gives $x/(x^2+\rho^2)^{3/2}$ from each of its two terms. The normal field at the surface is then

$$\mathcal E(\rho)=-\left.\frac{\partial V}{\partial z}\right|_{z=0}=\frac{2x}{\epsilon(x^2+\rho^2)^{3/2}} .$$

The field energy per volume is $\epsilon\mathcal E^2/(8\pi)$. Moving a patch of surface outward by a small distance at fixed charge removes this energy from the volume swept out, so the outward pull per area has the same value. Summing over rings of area $2\pi\rho\,d\rho$,

$$f=\int_0^\infty\frac{\epsilon}{8\pi}\,\frac{4x^2}{\epsilon^2(x^2+\rho^2)^3}\,2\pi\rho\,d\rho
=\frac{x^2}{\epsilon}\int_0^\infty\frac{\rho\,d\rho}{(x^2+\rho^2)^3}.$$

With $w=x^2+\rho^2$ and $\rho\,d\rho=dw/2$, the last integral is

$$\frac12\int_{x^2}^\infty\frac{dw}{w^3}=\frac1{4x^4}.$$

The result is $f=1/(4\epsilon x^2)$, as before.

The energy needed to take the electron from $x$ to infinity is

$$\int_x^\infty\frac{dx'}{4\epsilon x'^2}=\frac1{4\epsilon x}.$$

The attractive energy is therefore $-1/(4\epsilon x)$. Two real charges at separation $2x$ would have energy $-1/(2\epsilon x)$, twice as large in magnitude. The difference arises because the image retreats as the electron advances. When the separation $2x$ grows by $d\ell$, the electron has moved by $d\ell/2$, so the work done on it is half of that needed to separate a real pair with one member fixed.

The contact barrier at zero field is $\Phi$, measured from the Fermi level of the metal to the conduction-band edge far from the surface. With image attraction and field,

$$U(x)=\Phi-\frac1{4\epsilon x}-Fx .$$

This is the simplest case again, with $A_S=1/(4\epsilon)$ and an added constant. It follows that

$$x_m=\frac1{2\sqrt{\epsilon F}},\qquad D_S=2\sqrt{\frac F{4\epsilon}}=\sqrt{\frac F\epsilon}.$$

**Limit at the surface.** As $x\to0$ the image energy diverges, which cannot be right for a real metal. A continuum surface and a sharp mirror charge are usable when $x_m$ is large compared with atomic distances. If the formula is pushed until $D_S=\Phi$, then $F=\epsilon\Phi^2$ and $x_m=1/(2\epsilon\Phi)$. Unless that distance is still large, the formula fails before the barrier disappears.

### The origin of the factor two

At equal field and permittivity,

$$\frac{D_{PF}}{D_S}=\sqrt{\frac{A_{PF}}{A_S}}=\sqrt4=2 .$$

The factor four between the attractions has two equal parts. At a given distance of the electron, the image is twice as far away as the fixed charge would be, which halves the energy. The image also moves, which halves it again. The square root in $D=2\sqrt{AF}$ turns four into two.

In SI units the pull is $eF$, and the attraction of the fixed charge is $A=e^2/(4\pi\varepsilon_0\epsilon)$. Substitution in $2\sqrt{A\,eF}$ gives

$$D_{PF}=\sqrt{\frac{e^3F}{\pi\varepsilon_0\epsilon}},\qquad D_S=\sqrt{\frac{e^3F}{4\pi\varepsilon_0\epsilon}}.$$

### From the line to space

For the contact, nothing changes when the electron may also move sideways. The image energy depends on $x$, the pull is normal to the plane, and the barrier has the same height over every point of an ideal surface.

For the defect the direction matters. With $z$ along the pull and $\theta$ the angle from it,

$$U(\mathbf r)=-\frac1{\epsilon r}-Fr\cos\theta .$$

On the forward axis, $\theta=0$, this is the one-dimensional energy. Could the electron avoid that top by going around it? Consider the sphere of radius $r_m=1/\sqrt{\epsilon F}$. On it, $1/(\epsilon r_m)=Fr_m=\sqrt{F/\epsilon}$, so

$$U=-\sqrt{\frac F\epsilon}\,(1+\cos\theta)\ge-2\sqrt{\frac F\epsilon}.$$

Every path from the defect to large distance crosses this sphere. Somewhere on the path the energy must therefore be at least $-2\sqrt{F/\epsilon}$. The forward axis has this value as its maximum, so no route has a lower pass. The top of the one-dimensional curve is a saddle in space: moving along the axis lowers the energy, and moving sideways raises it.

### Numbers for the barriers

The example uses round model parameters, not those of a named material: $\epsilon=6.25$, hence $\sqrt\epsilon=2.5$. The field runs from $4\times10^{-6}$ to $1.6\times10^{-5}$ atomic units, so $\sqrt F$ runs from $0.002$ to $0.004$.

At the upper field $\sqrt{\epsilon F}=2.5\times0.004=0.01$. The defect saddle lies at $1/0.01=100$ bohr and the contact maximum at half that distance, $50$ bohr. The lowerings are

$$D_S=\frac{0.004}{2.5}=0.0016\ \text{hartree},\qquad D_{PF}=0.0032\ \text{hartree},$$

or $43.5$ and $87.1$ meV. At the lower field, which is four times weaker, both lowerings are halved and both distances are doubled, to $200$ and $100$ bohr.

The image force at $50$ bohr is $1/(4\times6.25\times50^2)=1.6\times10^{-5}$ hartree per bohr. It equals the pull of the upper field, as it must at the maximum. The work from there to infinity is $1/(4\times6.25\times50)=8\times10^{-4}$ hartree, half of $D_S$.

Three numerical tests support this half. The surface pull and its work were integrated from the potential. The barrier maxima were located by direct search. For the defect at the upper field, the lowest energy at which the inner and outer regions become connected was found on a spatial grid. It is $-0.003200$ hartree, in agreement with the saddle energy within the relative tolerance of $10^{-3}$ set by the grid.

## Second half: from barriers to current slopes

### Symbols and results carried over

Hartree atomic units are used. The local field $F$ pulls the electron outward, $\epsilon$ is the permittivity that follows its escape, $\Phi$ is the contact barrier at zero field and $E_i$ is the depth of the defect level. The lowerings are

$$D_S=\sqrt{F/\epsilon}\quad\text{(contact)},\qquad D_{PF}=2\sqrt{F/\epsilon}\quad\text{(defect)}.$$

Their tops lie at $x_m=1/(2\sqrt{\epsilon F})$ from the metal and $r_m=1/\sqrt{\epsilon F}$ from the defect. The thermal energy is $kT$, and $s=\sqrt F$ is the variable on the horizontal axis of a plot. The temperature is fixed along each plot.

### Simplest current: emission from the contact

The top of the contact barrier lies at $W=\Phi-D_S$ above the Fermi level. Assume that states at the top are filled as in the metal, that an electron moving outward there escapes, and that no electrons return. Tunnelling through the barrier is left out.

An electron at the top with momentum $\mathbf p$ has energy $W+p^2/2$ for unit mass. There are $2\,d^3p/(2\pi)^3$ states per volume, the two counting spin. When $W\gg kT$, the Fermi occupation is close to $e^{-(W+p^2/2)/kT}$. The outward particle flux, which in these units is also the magnitude of the current density, is

$$J_S=\frac{2}{(2\pi)^3}e^{-W/kT}\int_0^\infty p_x e^{-p_x^2/2kT}dp_x\int_0^\infty2\pi p_\perp e^{-p_\perp^2/2kT}dp_\perp .$$

The first integral is $kT$ and the second is $2\pi kT$. Since $2\cdot2\pi/(8\pi^3)=1/(2\pi^2)$,

$$J_S=\frac{(kT)^2}{2\pi^2}\exp\left[-\frac{\Phi-D_S}{kT}\right].$$

A different constant mass would multiply the prefactor by that mass, without changing the field dependence as long as tunnelling is left out. Tunnelling just below the top raises the slope derived next. In the example below, a semiclassical estimate changes it from $400$ to about $410$ for unit mass, $430$ for mass $0.3$ and $490$ for mass $0.1$. Taking the logarithm and inserting $D_S=s/\sqrt\epsilon$,

$$\frac{d\ln J_S}{ds}=\frac1{kT\sqrt\epsilon}.$$

**Limit of weak field.** The formula tends to a nonzero current as $F\to0$, although no net current flows at zero voltage. The assumption that no electrons return has then failed. The formula requires a voltage drop large compared with $kT$ in the region beyond the barrier.

**Limit of frequent scattering.** An electron that collides near the top may be turned back. To find the extent of this region, write $x=x_mt$. At the top the image and field terms are each $D_S/2$ in magnitude, so at $x$ they are $D_S/(2t)$ and $D_St/2$. The energy lies below the top by

$$\frac{D_S}{2}\left(t+\frac1t-2\right).$$

Take $kT=0.001$ hartree and the upper field, where $D_S=0.0016$ hartree. A drop of $kT$ requires $t+1/t=2+2kT/D_S=3.25$, with solutions $t\approx0.34$ and $2.9$. The region within $kT$ of the top extends from about $17$ to $145$ bohr. At the lower field it is wider, from about $23$ to $427$ bohr. The mean free path should exceed the width of this region for the ballistic formula to be safe, which is a demanding condition for an insulator. The contact example assumes that it holds. Over so long a free path the field does work of about $2kT$, which would heat the electrons, and the constant mobility used below for the bulk would then fail. The contact and bulk examples therefore stand for two different films, not for two currents in the same film.

At equal field and permittivity, the barrier of a singly charged emptied defect is lowered by twice as much as the contact barrier, and the ballistic contact current has the slope $1/(kT\sqrt\epsilon)$ against $\sqrt F$. It remains to find the current from electrons released in the film, and whether its slope shows the same factor two.

Numbers in the example were calculated in double precision.
